# Choosing the field exponent in lattice dielectric-breakdown growth

## A narrow channel shows what the exponent does

Let a deposit have a dead-end channel one lattice cell wide. A field $\phi$ vanishes on the deposit, and in each empty cell it equals the average over the four neighbours. A cell at depth $j$ has deposit on two sides, so

$$4\phi_j=\phi_{j-1}+\phi_{j+1}.$$

The trial form $\phi_j=\phi_0\lambda^j$ gives $\lambda^2-4\lambda+1=0$, with roots $2\pm\sqrt3$. In a long channel the field must decay inward, which selects $\lambda=2-\sqrt3\approx0.27$.

Suppose growth through a bond has a rate proportional to $\phi^\eta$. A cell at depth $j$ then fills at a rate $\lambda^{\eta j}$ relative to one at the mouth with the same number of deposit neighbours. For $\eta=0$ this ratio is 1 at every depth, and the channel fills. For $\eta=1$ each further cell costs a factor of about four, and the channel tends to stay empty while the outside grows. Growth at or above its mouth often closes it off and leaves a hole. The field exponent $\eta$ sets how strongly the shape of the deposit controls its own growth.

## The model behind the setting

The cluster starts as one filled site at the centre of a circular region of a square lattice. The conventions are $\phi=0$ on the cluster and $\phi=1$ on the outer electrode. For copper deposition limited by diffusion, $\phi=c/c_0$ is the ion concentration divided by its value at the outer electrode.

The flow along a bond is proportional to the difference of $\phi$ between its ends. In a steady state the flows out of an empty site sum to zero, so

$$\sum_{y\sim x}(\phi_x-\phi_y)=0\quad\Longrightarrow\quad 4\phi_x=\sum_{y\sim x}\phi_y,$$

where $y\sim x$ runs over the four neighbours. This is the discrete Laplace equation.

Let $n_x$ be the number of cluster neighbours of an empty site $x$. Each contact bond has weight $\phi_x^\eta$, so the site is filled next with probability

$$P_x=\frac{n_x\phi_x^\eta}{\sum_y n_y\phi_y^\eta}.$$

The factor $n_x$ belongs to this bond rule; a rule that counts sites would omit it. At $\eta=0$ the convention $0^0=1$ is used, so enclosed holes can also fill. This is bond Eden growth. For $\eta>0$ an enclosed hole has $\phi=0$ and stays empty.

The total flux into the cluster, in lattice units, is $S=\sum_x n_x\phi_x$. When the balance equations are summed over all empty sites, the flows between empty sites cancel in pairs. What remains says that $S$ equals the flux leaving the outer electrode.

A disc of radius $R$ inside an electrode of radius $R_o$ gives a reference value. The continuum solution is $\phi=\ln(r/R)/\ln(R_o/R)$, and therefore

$$S=2\pi r\frac{d\phi}{dr}=\frac{2\pi}{\ln(R_o/R)}.$$

For $R=15$ and $R_o=60$ cells this is 4.532. The lattice solution gives 4.449, lower by 1.8% of the continuum value. The lattice disc has a staircase edge, so its radius is not sharply defined.

## What $\eta=1$ means

At $\eta=1$ the growth probability is the landing probability of a random walker. Let walkers enter through the bonds of the outer electrode, one per bond on average. They step to each neighbour with probability $1/4$ and vanish on reaching the cluster or the electrode. If site $x$ has $b_x$ bonds to the electrode, its expected number of visits $V_x$ obeys

$$V_x=b_x+\frac14\sum_{y\sim x,\;y\ \mathrm{empty}}V_y.$$

Put $V_x=4\phi_x$. The equation becomes $4\phi_x=b_x+\sum_y\phi_y$, which is the Laplace equation with $\phi=1$ on the electrode and 0 on the cluster. Its solution is unique, so the identification holds. The expected number of landings through one contact bond is $V_x/4=\phi_x$. Among walkers that land on the cluster, the probability of that bond is $\phi_x/S$.

Simulated walkers around a small T-shaped cluster gave 28,079 landings. Compared with this law, their counts had $\chi^2=10.6$ for 17 degrees of freedom, so the deviations are no larger than counting noise.

## Solving the field after every event

A fresh solution after each new site is possible. But only one site has changed, so the old field can be corrected instead. Write the equations for the empty sites as $A\phi=b$. The matrix $A$ has 4 on the diagonal and $-1$ for each pair of neighbouring empty sites. Let $G=A^{-1}$. The column $G(\cdot,s)$ is the response to a unit source at $s$, with zero field on the cluster and the electrode.

Now site $s$ is filled, so its field must become zero. Subtract a multiple of the response to a source there:

$$\phi_{\rm new}(x)=\phi(x)-\frac{G(x,s)}{G(s,s)}\phi(s).$$

At $x=s$ this vanishes. At every other empty site the Laplace equation still holds, because the added source sits at $s$ alone. The boundary values are unchanged. The new field is therefore the required solution, apart from rounding.

The same argument applied to each column of $G$ gives

$$G_{\rm new}(x,y)=G(x,y)-\frac{G(x,s)G(s,y)}{G(s,s)}.$$

Since $A$ is symmetric, so is $G$. The correction is then a product $u(x)u(y)$ with $u(x)=G(x,s)/\sqrt{G(s,s)}$. After sites $s_1,\dots,s_n$ have been filled, the column needed for the next site $s$ is

$$G_n(x,s)=G_0(x,s)-\sum_{k=1}^n u_k(x)u_k(s),$$

where $G_0$ belongs to the region without a cluster. The full matrix $G$ is never stored.

The algorithm is as follows.

1. Factorise the sparse matrix of the empty region once. Set $\phi=1$ everywhere and choose the centre as the first site $s$.
2. Obtain $G_0(\cdot,s)$ from the factors, and subtract the stored sum to get $G_n(\cdot,s)$.
3. Update $\phi$, store the new vector $u$, and mark $s$ as filled.
4. Add 1 to $n_x$ for each neighbour of $s$. List the empty sites with $n_x>0$.
5. Form the weights $n_x\phi_x^\eta$ and their running sums. Draw a uniform random number between 0 and the total. The first site whose running sum exceeds it is the next $s$.
6. Return to step 2 until $N$ sites are filled.

For $\eta=0$ the field does not enter the weights, and its update can be skipped.

If $M$ sites are kept in the vectors, storage is $MN$ numbers. The sums cost about $M(1+2+\dots+N)\approx MN^2/2$ multiplications, in addition to the sparse solves. The $M$ sites need to cover only the region the cluster can reach; a run that comes to its edge must stop.

On grown clusters with $\eta=0.5$ and $\eta=1$, the updated field differed from a fresh sparse solution by at most $1.9\times10^{-14}$, on a scale where the electrode has $\phi=1$.

Rounding needs care at small positive $\eta$. An enclosed hole should have zero field but may carry a rounding residue of, say, $10^{-16}$. At $\eta=0.5$ its weight is then about $10^{-8}$, which is harmless. At $\eta=0.05$ it is $10^{-0.8}\approx0.16$, and the hole can wrongly fill. For such settings, find the holes by connectivity and set their weights to zero.

## Why a positive exponent roughens a round front

Consider a smooth front whose normal speed is $v=C|\nabla\phi|^\eta$, with the outer electrode far away. Give it a small ripple,

$$r_f(\theta)=R+\delta\cos m\theta,\qquad \delta\ll R/m,$$

with integer $m\geq2$. Outside the front, a solution of Laplace's equation whose ripple decays outward is

$$\phi=A\ln\frac rR+Br^{-m}\cos m\theta.$$

On the front, to first order in $\delta$, $\ln(r_f/R)=(\delta/R)\cos m\theta$. The condition $\phi=0$ gives

$$\frac{A\delta}{R}+BR^{-m}=0\quad\Longrightarrow\quad B=-A\delta R^{m-1}.$$

The radial derivative is $A/r-mBr^{-m-1}\cos m\theta$. On the front its first term is $A/R-(A\delta/R^2)\cos m\theta$, and its second is $+m(A\delta/R^2)\cos m\theta$. Together,

$$|\nabla\phi|=\frac AR\left[1+(m-1)\frac\delta R\cos m\theta\right].$$

The tangential derivative is of first order and changes the magnitude only at second order. The same is true of the difference between normal and radial speed. Raising the bracket to the power $\eta$ gives

$$\dot R+\dot\delta\cos m\theta=C\left(\frac AR\right)^\eta\left[1+\eta(m-1)\frac\delta R\cos m\theta\right].$$

The constant part is $\dot R$. The ripple part is $\dot\delta=\dot R\,\eta(m-1)\delta/R$. Dividing by $\dot R$ removes $A$, $C$ and time:

$$\frac{d\ln\delta}{d\ln R}=\eta(m-1),\qquad \frac{d\ln(\delta/R)}{d\ln R}=\eta(m-1)-1.$$

The first law was tested by solving the field around a finitely rippled circle. For $m=5$ the measured exponents were 0, 2.0000 and 4.0000 at $\eta=0$, 0.5 and 1, as predicted.

At $\eta=0$ a ripple keeps its height, so its share of the radius dies out as $1/R$. For any $\eta>0$, ripples with

$$m>1+\frac1\eta$$

outgrow the radius. The smallest such $m$ is 4 at $\eta=0.5$ and 3 at $\eta=1$. There is thus no threshold between 0 and 1 at which a smooth round front becomes unstable.

The lattice adds a condition of size. A ripple needs about two cells per wavelength, so $m$ cannot exceed roughly $\pi R$ with $R$ in cells. An unstable ripple fits only when $\pi R>1+1/\eta$, and it then needs a further increase of $R$ to become large. Small exponents therefore call for large clusters before a lack of visible branches means anything.

This analysis covers small ripples on a smooth front. It explains the onset of branching but does not give the fractal dimension of the grown cluster.

## Reading compactness from finite clusters

Let $R_g$ be the root-mean-square distance of the filled sites from their centre of mass. A filled disc has $N=\pi R^2$ and $R_g^2=R^2/2$, so the spread factor

$$q=\frac{2\pi R_g^2}{N}$$

equals 1. If $N\propto R_g^D$, then $R_g^2\propto N^{2/D}$ and $q\propto N^{2/D-1}$. A growing $q$ means $D<2$: the mean density falls as the cluster grows.

Five clusters were grown at each exponent, with the outer radius fixed at 60 cells. $D$ was fitted between $N=40$ and 400, and its error is the standard error over the five clusters.

| $\eta$ | fitted $D$ | $q$, $N=100$ | $q$, $N=400$ |
|---|---|---|---|
| 0 | 2.16 ± 0.05 | 1.23 | 1.12 |
| 0.5 | 2.07 ± 0.03 | 1.59 | 1.58 |
| 1 | 1.71 ± 0.05 | 1.98 | 2.54 |

**$\eta=1$.** The spread factor grows by $2.54/1.98=1.28$ when $N$ grows fourfold. Hence $2/D-1=\ln1.28/\ln4=0.18$ and $D\approx1.7$, in agreement with the fit. The inside tells the same story. The filled fraction of circles about the seed falls from 0.706 within 4 cells to 0.480 within 12 cells. A fit over this range gives a mass exponent of 1.6. These are effective exponents from small clusters, not limiting values.

**$\eta=0$.** The fitted $D$ lies above 2. This cannot be a limiting law, because $q$ would fall without end, while no arrangement of $N$ filled cells is more compact than a disc. Larger clusters show the origin. At $N=2500$ the filled fraction within 12 cells of the seed, averaged over the five clusters, is 1.000 to three decimals, so the excess spread comes from farther out, from the rough and not quite round rim. Its contribution to $R_g^2$ is $(q-1)N/2\pi$:

$$\frac{0.161\times250}{2\pi}=6.4,\qquad \frac{0.039\times2500}{2\pi}=15.5$$

square cells at $N=250$ and 2500. It grows 2.4 times while $N$ grows tenfold. The rim thus loses weight, $q$ falls towards 1, and the cluster is compact. On the square lattice the limiting shape is very slightly non-circular, so the limit of $q$ lies just above 1, by about $10^{-4}$ or less. The fit between these sizes still gives $2.10\pm0.01$, which shows how slowly the bias fades. An error from five clusters is itself rough, and larger samples give about 2.08.

**$\eta=0.5$.** These clusters are more open than the Eden clusters at equal $N$, but in these five clusters $q$ shows no growth between $N=100$ and 400. A sample this small cannot exclude growth of a few per cent. The data do not establish a dimension below 2. A plausible reading, which remains a conjecture, is that the fading weight of the rim offsets the slow opening of the inside. Larger clusters would be needed to decide.

Screening explains the open structure at $\eta=1$. One such cluster had 514 contact bonds, of which 29.6%, about 152, carried 90% of the flux. Under the $\eta=0$ rule, 90% of the growth probability takes 90% of the bonds.

## Copper in a thin cell

Take an unstirred acid copper sulfate bath with rough values: $c_0=0.50$ mol/L, diffusion coefficient $D_i=5\times10^{-6}$ cm²/s and molar volume of copper $V_m=7.1$ cm³/mol. The lattice cell $a$ and the gap $h$ are both 5 µm, and the outer radius is 300 µm.

A contact bond carries the molar flow $(D_ic_0\phi/a)(ah)=D_ic_0h\phi$. The whole cluster receives $D_ic_0hS$. One site holds $a^2h/V_m$ moles of copper, so the mean time per site is

$$\Delta t=\frac{a^2}{V_mc_0D_iS}.$$

For the cluster described above, $S=5.203$ at the end of growth, and

$$\Delta t=\frac{2.5\times10^{-7}}{7.1\times(5\times10^{-4})\times(5\times10^{-6})\times5.203}\ \mathrm{s}\approx2.7\ \mathrm{s}.$$

Summed over 400 sites and averaged over the five clusters at $\eta=1$, growth takes 1674 s, or 28 min. The mean greatest radius is 125 µm, and the mean final current, $2FD_ic_0hS$, is 1.2 µA.

### Reaction rate and the two ends of the scale

A finite surface reaction rate $k$ leaves a concentration $c_s$ at the metal. Equal flows through the last bond and the reaction require

$$\frac{D_i(c_x-c_s)}a=kc_s\quad\Longrightarrow\quad c_s=\frac{c_x}{1+ka/D_i}.$$

The flow is then the diffusion-limited one times

$$g=\frac{ka/D_i}{1+ka/D_i}.$$

For fast reaction $g\to1$, which is the $\eta=1$ model. For very slow reaction the flow is too small to deplete the electrolyte. All surface that the electrolyte reaches then has $\phi\approx1$ and equal bond rates, as at $\eta=0$; enclosed holes, however, receive no ions.

With exchange current density $i_0=1$ mA/cm², transfer coefficient $\alpha=0.5$ and overpotential $E=0.50$ V,

$$k=\frac{i_0}{2Fc_0}e^{\alpha FE/RT}=0.175\ \mathrm{cm/s}.$$

Thus $ka/D_i=17.5$ and $g=0.946$. On the same cluster, the finite rate lowers the total flux by 0.2% and the largest share of a single bond from 2.26% to 2.21%. The choice $\eta=1$ is sound here at the scale of one cell.

### Other neglected effects

- **Slow change of the field.** Tip speed times outer radius over $D_i$ is 0.04, so the steady field can follow the tips. The diffusion time of the cell is 180 s, 11% of the growth time, so the steady field is least accurate during the start-up. The cell also starts full of copper ions, and drawing it down to the final steady profile supplies about 15 sites' worth of copper. This shortens the growth time by about 4%.
- **Migration.** The copper ions' share of the bulk conductivity $\kappa=0.4$ S/cm is $4F^2D_ic_0/(RT\kappa)=9.4\%$, but the error in the flux can be larger. In the steady state the acid ions have no net flux, and their concentrations adjust to the electric field. As an example, take 1 mol/L of H⁺ in the bulk and HSO₄⁻ as the only anion, at 2 mol/L. The product of these two concentrations stays constant, so both are $\sqrt2$ mol/L where copper is used up. Divide each ion's flux by its diffusion coefficient and add the three: electroneutrality cancels the field terms. The copper flux is therefore $D_i$ times the gradient of the total ion concentration. This total falls by $3.5-2\sqrt2=0.67$ mol/L, against 0.50 mol/L for copper alone. The flux is then 1.34 times larger and the growth time shorter by the same factor. The total obeys Laplace's equation with constant boundary values, so each bond keeps its share of the flux.
- **Potential drop.** The current divided by the cell conductance $\kappa hS$ is $2FD_ic_0/\kappa=1.2$ mV. This counts only the bulk resistance. With the ion gradients of the example above, the full drop is $(RT/F)\ln\sqrt2=8.9$ mV. Taken from the overpotential of 0.50 V, it lowers $k$ by about 16%, so $ka/D_i$ stays well above 1.
- **Buoyancy.** For a relative density change of 0.08, the Rayleigh number of the gap is 0.2, so flow is weak in a horizontal cell. This number grows as $h^3$. In a vertical cell, buoyancy also drives flow along the gap. With a kinematic viscosity $\nu=0.01$ cm²/s, its speed can reach about $0.08\,gh^2/(12\nu)=1.6$ µm/s. Multiplied by the outer radius and divided by $D_i$, this gives about 1, so flow then matters as much as diffusion and the model no longer applies.
- **Surface tension.** At 1 J/m² it shifts the equilibrium concentration at a feature of size $a$ by a relative amount of about $6\times10^{-4}$.
- **Hydrogen.** Its estimated current density is $2.3\times10^{-6}$ A/cm², against a copper limit $2FD_ic_0/a=0.96$ A/cm². It matters only where screening has cut $\phi$ to a similarly small ratio.

The growth time also rests on the assumption that each 5 µm cell fills with solid copper. If only a fraction $p$ of each filled cell is metal and the outline is unchanged, the growth time is multiplied by $p$. Structure finer than a cell is outside the model.

## Choosing the setting

- Use $\eta=1$ when transport by a Laplace field limits growth down to the lattice cell, that is, when $ka/D_i\gg1$ and the field relaxes faster than the cluster grows.
- Use $\eta=0$ when the surface reaction is so slow that the concentration is nearly uniform over the whole cluster. If enclosed holes must stay empty, exclude them explicitly.
- Use an intermediate $\eta$ when the local growth law itself is a power of the field. Do not use it to imitate an intermediate $k$: that case keeps a growth rate linear in $\phi$ and changes the boundary condition through $g$.
- Keep the outer electrode well outside the cluster. At finite $R_o$ the ripple field becomes $r^{-m}-r^mR_o^{-2m}$. This replaces $m$ in the gradient by $m(1+\rho)/(1-\rho)$, with $\rho=(R/R_o)^{2m}$. For $R/R_o=125/300$ the change is 1% at $m=3$ and 6% at $m=2$. For $m=1$, a shift of the whole cluster towards the electrode, it is 42%, so at $\eta=1$ the exponent of such a shift rises from 0 to 0.42.
- Compare exponents at equal $N$ and equal $R_o$, over several clusters. Examine the filled fraction inside as well as the fitted $D$, since the rim alone can shift $D$ by 0.1 or more at these sizes.

The numerical output below lists the values used here.

## Calculated quantities

```
outer radius 60 cells; clusters per eta 5; N = 400
walker test: 28079 landings, chi2 10.6, dof 17
disc radius 15 cells: lattice flux 4.449, log law 4.532
largest field error of the update: 1.9e-14
ripple exponent eta=0.0 m=5: -0.0000
ripple exponent eta=0.5 m=3: 1.0000
ripple exponent eta=0.5 m=5: 2.0000
ripple exponent eta=1.0 m=3: 2.0000
ripple exponent eta=1.0 m=5: 4.0000
eta=0.0: D(N=40-400) 2.16 +- 0.05, Rg 8.45 cells
  spread factor N=100: 1.23, N=400: 1.12
eta=0.5: D(N=40-400) 2.07 +- 0.03, Rg 10.02 cells
  spread factor N=100: 1.59, N=400: 1.58
eta=1.0: D(N=40-400) 1.71 +- 0.05, Rg 12.69 cells
  spread factor N=100: 1.98, N=400: 2.54
eta=0.0: D(N=250-2500) 2.100 +- 0.012
  spread factor N=250: 1.161, N=2500: 1.039
filled fraction eta=0.0 N=2500, r<=4,8,12 cells: 1.000, 1.000, 1.000
  mass exponent inside, r = 4-12 cells: 2.000
filled fraction eta=1.0 N=400, r<=4,8,12 cells: 0.706, 0.569, 0.480
  mass exponent inside, r = 4-12 cells: 1.625
eta=1 cluster 1: contact bonds 514, flux 5.203
share of bonds carrying 90% of flux: 29.6 %
cell and gap 5.0 um; outer radius 300 um
copper 0.50 mol/L; diffusion 5.0e-06 cm2/s; T 298 K
molar volume 7.1 cm3/mol; conductivity 0.4 S/cm
exchange current 1.0 mA/cm2; overpotential 0.50 V; alpha 0.5
mean greatest radius, eta=1: 125 um
mean growth time, eta=1: 1674 s = 27.9 min
mean final current: 1.22 uA
mean tip speed, second half: 0.068 um/s
tip speed * outer radius / diffusion: 0.041
diffusion time of the cell: 180 s
reaction rate constant 0.175 cm/s; k*a/diffusion 17.5
bond conductance with reaction 0.946
finite reaction rate: total flux times 0.9977
largest bond share: fast 2.26 %, finite 2.21 %
migration share of current in the bulk: 9.4 %
ohmic drop 1.21 mV; thermal voltage 25.7 mV
density step 0.08; viscosity 0.01 cm2/s; Rayleigh 0.20
surface tension 1.0 J/m2; relative capillary shift 5.7e-04
hydrogen exchange current 1e-07 A/cm2; copper potential 0.34 V
hydrogen 2.3e-06 A/cm2; copper limit 0.96 A/cm2
```
